# Why electron temperature overshoots when a pulsed plasma is switched on

**Question.** A low-pressure plasma is driven by power that is switched off and on again. At turn-on the generator delivers its full steady power at once, yet the electron temperature does not simply climb to its steady value. It shoots past it and then comes back down over many microseconds. Why, and what sets the height and duration of the excursion?

**Answer.**

## The mechanism

Two different balances fix the two steady properties of the plasma. The electron temperature is fixed by particle balance: electrons must be hot enough for ionization to replace those lost to the walls. The density is fixed by power balance: there are as many electrons as the absorbed power can maintain at that temperature.

During the off-time the density has fallen. When the power returns, it is shared among fewer electrons, so each receives more than it would in the steady state. At the steady temperature each electron can dispose of its steady share and no more. The surplus heats it further, until its losses, mostly ionization and excitation, match the larger supply.

The excess temperature also removes its own cause. Hotter electrons ionize faster than the walls remove charge, the density rises, and the power per electron falls. In the argon example below, with one tenth of the steady density left, heating the existing electrons takes a fraction of a microsecond, whereas rebuilding the population takes many microseconds. This separation of times makes the rise abrupt and the return slow.

Having fewer electrons is not enough by itself: the power *absorbed per electron* must exceed its steady value. If the absorbed power fell in proportion to the density, each electron would receive its usual share and the overshoot would vanish.

## The two balance equations

Take a spatially uniform plasma with one species of positive ion, density $n$, and absorbed power density $p$. The temperature $T$ is in electronvolts, so that the mean electron energy is $\tfrac32T$; $e$ is the elementary charge, $m$ the electron mass and $M$ the ion mass. The electrons are assumed Maxwellian and the gas density $n_g$ constant.

**Ionization.** A simple cross-section that vanishes at threshold and saturates at high energy is $\sigma(E)=\sigma_0(1-E_{th}/E)$ for $E>E_{th}$. The rate coefficient is the average of $\sigma v$ over the Maxwellian energy distribution, with $v=\sqrt{2eE/m}$:

$$K=\frac{2}{\sqrt\pi\,T^{3/2}}\int_{E_{th}}^\infty \sigma_0\left(1-\frac{E_{th}}{E}\right)\sqrt{\frac{2eE}{m}}\,\sqrt E\,e^{-E/T}\,dE .$$

The two square roots of $E$ multiply to $E$, which turns the bracket into $E-E_{th}$. Substituting $y=E-E_{th}$ gives $\int_0^\infty y\,e^{-y/T}dy\;e^{-E_{th}/T}=T^2e^{-E_{th}/T}$. Hence

$$K=\sigma_0\bar v\,e^{-E_{th}/T},\qquad \bar v=\sqrt{\frac{8eT}{\pi m}} .$$

The ionization and excitation frequencies per electron are $\nu_{iz}=n_gK_{iz}$ and $\nu_{ex}=n_gK_{ex}$.

**Wall loss.** Ions leave at the Bohm speed $u_B=\sqrt{eT/M}$. If $d$ is the plasma volume divided by the effective loss area, the loss frequency is $\nu_w=u_B/d$. Therefore

$$\frac{dn}{dt}=n(\nu_{iz}-\nu_w).$$

**Energy carried to the wall.** A Maxwellian electron crossing to the wall carries $2T$ on average: $T$ in the motion normal to the wall and $T/2$ in each transverse direction. The ion receives $T/2$ in the presheath and the sheath voltage $V$ afterwards, energy that the electrons supply. At a floating wall the electron and ion fluxes are equal, $\tfrac14\bar v e^{-V/T}=u_B$, so $V=\tfrac12T\ln(M/2\pi m)$. Each lost pair thus costs $\varepsilon_wT$, with

$$\varepsilon_w=2+\frac12+\frac12\ln\frac{M}{2\pi m}.$$

**Energy balance.** With $Q_{el}=3(m/M)K_{el}n_g(T-T_g)$ for elastic cooling, where $K_{el}$ is taken constant and $T_g$ is the gas temperature,

$$\frac{d}{dt}\left(\frac32nT\right)=\frac pe-n\left(E_{iz}\nu_{iz}+E_{ex}\nu_{ex}+Q_{el}+\varepsilon_wT\nu_w\right).$$

The left side contains a change of density as well as of temperature:

$$\frac{d}{dt}\left(\frac32nT\right)=\frac32n\frac{dT}{dt}+\frac32Tn(\nu_{iz}-\nu_w).$$

Moving the last term to the right and dividing by $n$ gives

$$\frac32\frac{dT}{dt}=\frac{p}{en}-F(T),$$

$$F=E_{iz}\nu_{iz}+E_{ex}\nu_{ex}+Q_{el}+\frac32T\nu_{iz}+\left(\varepsilon_w-\frac32\right)T\nu_w .$$

$F(T)$ is the power each electron needs to hold the temperature at $T$. The term $\tfrac32T\nu_{iz}$ heats newborn electrons. Each term of $F$ increases with $T$, since $\varepsilon_w>\tfrac32$, so $F$ does too.

## The steady state

Setting $\nu_{iz}=\nu_w$ gives $n_g\sigma_{iz}\bar v\,e^{-E_{iz}/T_s}=u_B/d$. Both speeds scale as $\sqrt T$, so their ratio $\bar v/u_B=\sqrt{8M/\pi m}$ is independent of temperature. Taking the logarithm,

$$T_s=\frac{E_{iz}}{\ln\left(n_g\sigma_{iz}d\sqrt{8M/\pi m}\right)} .$$

The power does not appear. It enters through the density, for which $dT/dt=0$ requires

$$n_s=\frac{p}{eF(T_s)} .$$

## Why the temperature must cross its steady value

Let the pulse start with $T_0<T_s$ and $n_0<n_s$. The ratio $\nu_{iz}/\nu_w$ is proportional to $e^{-E_{iz}/T}$, so it increases with $T$, and it equals one at $T_s$. Below $T_s$, therefore, ionization is weaker than wall loss and the density can only fall: $n\le n_0$. Also $F(T)<F(T_s)$ there. Both inequalities push the same way:

$$\frac32\frac{dT}{dt}>\frac{p}{en_0}-F(T_s)>0 .$$

The temperature must reach $T_s$, and integrating from $T_0$ to $T_s$ bounds the time it needs:

$$t_c<\frac{\tfrac32(T_s-T_0)}{p/(en_0)-F(T_s)} .$$

At the moment of crossing, $F(T_s)=p/(en_s)$, so

$$\frac{dT}{dt}=\frac23\,\frac pe\left(\frac1n-\frac1{n_s}\right).$$

This is positive because $n<n_s$. The temperature passes through $T_s$ with a finite slope. The same formula shows that it cannot fall back through $T_s$ while $n$ remains below $n_s$.

## What limits the peak

Above $T_s$ ionization wins and $n$ rises. If $T$ stayed above $T_s$ by a finite amount, $n$ would grow without limit and $p/n$ would fall towards zero, which could not sustain that temperature. The rise must therefore turn over. At the peak $dT/dt=0$, hence

$$F(T_{pk})=\frac{p}{en_{pk}} .$$

The density is lowest at the crossing, where it has the value $n_c$. The peak therefore lies below the temperature that solves $F(T)=p/(en_c)$. It would approach that limit if the temperature adjusted to its balance value much faster than the density grew, with the cost of heating newborn electrons still included.

For a small density deficit, expanding $F$ about $T_s$ gives the balance temperature, at which supply and losses are equal:

$$\frac{T-T_s}{T_s}\approx\frac1s\left(\frac{n_s}{n}-1\right),\qquad s=\frac{T_sF'(T_s)}{F(T_s)} .$$

A large $s$ means a modest temperature rise. The exponential rates make $F$ steep, so a slightly hotter electron already spends much more power.

## Numbers for an argon discharge

Consider an inductive argon discharge at 10 mTorr and 300 K in a wide, flat chamber about 3 cm high, with volume 10 litres, $d=5$ cm and 300 W absorbed. Rough argon parameters are $E_{iz}=15.8$ eV, $E_{ex}=12.0$ eV, $\sigma_{iz}=3.0\times10^{-20}$ m², $\sigma_{ex}=1.5\times10^{-20}$ m² and $K_{el}=1.0\times10^{-13}$ m³/s. The ion mass is 40 u, which gives $\varepsilon_w=7.18$.

**Steady state.** The gas density is $3.219\times10^{20}$ m⁻³, so $n_g\sigma_{iz}d=0.483$. The speed ratio is about 431, and

$$T_s=\frac{15.8}{\ln(0.483\times431)}=2.96\ \text{eV}.$$

At this temperature $F(T_s)=3.142$ eV/µs and $\nu_w=0.0534$ µs⁻¹. Their ratio, 58.8 eV, is the energy spent per electron-ion pair. The power density is $3.0\times10^4$ W/m³, which gives $n_s=5.96\times10^{16}$ m⁻³, or $6.0\times10^{10}$ cm⁻³.

**Crossing.** Let the residual density be $n_s/10$ and the residual temperature 0.3 eV. These are chosen initial values, not the result of an afterglow calculation. Each electron now receives 31.42 eV/µs, ten times its steady share. The bound on the crossing time is

$$\frac{1.5\times(2.960-0.3)}{31.42-3.142}=0.141\ \text{µs}.$$

Direct integration of the two balance equations gives 0.130 µs. By then the density has dropped by 0.4 percent, and the temperature is still rising at 18.9 eV/µs, as the crossing formula requires.

**Peak.** The integrated temperature reaches 5.20 eV at 0.45 µs, 1.76 times the steady value. The density is then $0.114\,n_s$, so the supply is $3.142/0.114=27.6$ eV/µs per electron. With $\nu_{iz}=0.706$ µs⁻¹ at the peak, the main expenses per electron are:

- ionization, $15.8\times0.706=11.2$ eV/µs;
- excitation, about 8.8 eV/µs, since $\nu_{ex}/\nu_{iz}=\tfrac12e^{3.8/5.20}=1.04$;
- heating newborn electrons, $1.5\times5.20\times0.706=5.5$ eV/µs;
- the wall term, 7.6 percent of the total, or 2.1 eV/µs.

They add up to the supply; elastic cooling is negligible here. The upper limit from the minimum density is 5.42 eV. The peak stays below it because the density has already grown by about 14 percent since the crossing.

Ten times the steady power per electron thus less than doubles the temperature in this example. With $F'(T_s)=4.451$ µs⁻¹, the steepness near $T_s$ is $s=2.960\times4.451/3.142=4.2$. The linear formula containing $s$ holds only for small density deficits and does not apply to this peak.

## The return to the steady state

After the peak, the temperature follows the balance temperature, while the density sets the pace:

| Time (µs) | $T$ (eV) | Balance $T$ (eV) | $n/n_s$ |
|---:|---:|---:|---:|
| 2 | 4.34 | 4.30 | 0.22 |
| 5 | 3.74 | 3.72 | 0.39 |
| 10 | 3.38 | 3.37 | 0.58 |
| 20 | 3.13 | 3.12 | 0.80 |
| 40 | 3.00 | 3.00 | 0.95 |

In this stage $p\approx enF(T)$, so the density grows at

$$\frac{dn}{dt}\approx\frac pe\,\frac{\nu_{iz}-\nu_w}{F(T)} .$$

The density enters the right side through the temperature alone. At the peak, $\nu_w=0.0534\sqrt{5.20/2.96}=0.071$ µs⁻¹, so one net new pair costs $27.56/(0.706-0.071)=43$ eV. The growth is then $3.142/43=0.07\,n_s$ per microsecond, close to the mean growth found between the peak and 2 µs.

The cost per net pair changes little between 5.20 eV and 8.69 eV, the highest peak in the table below: the same calculation at 8.69 eV gives about 41 eV. This explains why the duration depends only weakly on a small residual density, whereas the height depends on it strongly. The following cases have the same power and starting temperature:

| $n_0/n_s$ | Peak $T$ (eV) | Peak time (µs) | Back to $1.1T_s$ (µs) |
|---:|---:|---:|---:|
| 0.50 | 3.48 | 1.57 | 7.2 |
| 0.10 | 5.20 | 0.45 | 13.4 |
| 0.02 | 8.69 | 0.16 | 14.2 |

Growing from $0.02\,n_s$ to $0.10\,n_s$ takes only about a microsecond at the rate just found.

**Final relaxation.** Let $x=\ln(n/n_s)$ and $\theta=T-T_s$, both small. Since $\nu_{iz}-\nu_w=\nu_w\left(e^{E_{iz}/T_s-E_{iz}/T}-1\right)$, the linearized equations are

$$\dot x=g'\theta,\qquad g'=\frac{\nu_wE_{iz}}{T_s^2},\qquad
\dot\theta=-\frac23F(T_s)x-\frac23F'(T_s)\theta .$$

For solutions proportional to $e^{-\gamma t}$, the first gives $\theta=-\gamma x/g'$. Inserting this in the second and multiplying by $g'/x$ yields

$$\gamma^2-\frac23F'(T_s)\,\gamma+\frac23F(T_s)g'=0 .$$

Here $g'=0.0534\times15.8/2.960^2=0.0963$ eV⁻¹µs⁻¹. The roots are 2.90 and 0.070 µs⁻¹. The fast one restores the temperature to balance at the existing density; the slow one, with a time of 14 µs, completes the density recovery. Both are real, so the linear response does not oscillate.

## Removing the cause

Three changes to the model separate the causes.

1. **Make absorbed power proportional to density.** With $p(n)=p\,n/n_s$, the temperature equation becomes $\tfrac32\dot T=F(T_s)-F(T)$. The temperature approaches $T_s$ from below, even with one tenth of the steady density. Integration gives a highest value of 2.96 eV.
2. **Start with too many electrons.** From $1.5\,n_s$ at full constant power, the highest temperature is again 2.96 eV. What matters is the density at the crossing: a start slightly above $n_s$ could still overshoot if wall loss took $n$ below $n_s$ first.
3. **Prevent the density from recovering.** With $n$ held at $n_s/10$, the temperature rises to 5.82 eV and stays there. This plateau exceeds the earlier limit because a fixed population has no net newborn electrons to heat.

The first change shows that excess power per electron produces the overshoot; the third shows that density recovery ends it.

## How far the numbers apply to a real reactor

The chamber shape matters. At 10 mTorr, ion collisions make the density at the plasma edge much lower than in the middle, which reduces the effective loss area. A more compact 10-litre cylinder, 14 cm high and 15 cm in radius, has $d$ of roughly 25 cm. With the same starting fraction $n_0/n_s=0.1$, the model then gives a peak of about 3.5 eV and a return to $1.1T_s$ after about 60 µs. The mechanism is the same, but the excursion is lower and longer.

The instantaneous turn-on is an idealization. With a linear 5 µs power ramp and the same initial state, the peak falls from 5.20 to 4.31 eV and occurs at 3.7 µs, before the ramp ends. When $T$ follows $p/n$, its maximum comes where the fractional growth rates of power and density are equal. Here ionization overtakes the ramp at about 3.6 µs, and the temperature, which lags slightly, peaks about 0.1 µs later.

Inductive coupling can also weaken at low density. Suppose the absorbed power follows $n/(n+n_0)$, normalized to the same steady power. Each electron initially receives 55 percent of the former supply, and the peak falls to 4.47 eV.

The Maxwellian assumption is also doubtful. The electron-electron collision time at the peak is some tens of microseconds, far longer than the 0.45 µs rise, so these collisions cannot maintain a Maxwellian. $T$ should then be read as two thirds of the mean energy. For a Druyvesteyn distribution, which has fewer electrons in its far tail, the steady value becomes 4.37 eV and the balance temperature at the same $p$ and $n_0$ becomes 6.33 eV. The Maxwellian values are 2.96 and 5.41 eV. The ratio drops from 1.83 to 1.45, with the wall-loss expressions left unchanged. Part of this drop arises because the steady density is also lower, so the same $n_0$ is 17 percent of it instead of 10 percent; at 10 percent the ratio would be 1.65. The overshoot survives this change, but its size is model-dependent.

The rough cross-sections understate excitation losses near 3 eV. With standard fitted Maxwellian rate coefficients for argon, the energy per pair is about 81 eV instead of 59 eV and $n_s$ is about 30 percent lower. The steady and peak temperatures become about 3.1 and 5.5 eV, so their ratio of 1.76 is almost unchanged, and the return to $1.1T_s$ takes about 12 µs.

Gas heating also changes the numbers. At 600 K and the same pressure the gas density is halved. With the same starting fraction $n_0/n_s=0.1$, and $d$ held at 5 cm, the model then gives a steady temperature of 3.40 eV and a peak of 6.45 eV. In thinner gas the ions collide less and $d$ itself shrinks, to about 4 cm for this chamber, which raises the two values to roughly 3.5 and 6.9 eV.

Two other omissions are smaller here. If one gas atom in a thousand were metastable, with a rough ionization threshold of 4.2 eV and a cross-section scale of $10^{-19}$ m², stepwise ionization would add 17 percent to direct ionization at $T_s$ and 3 percent at the peak. The wall flux may also lag behind the rapid heating. The wall term is 2.1 eV/µs at the peak. Between 5.20 and 5.41 eV, $F$ rises from 27.56 to 31.42 eV/µs, or about 18 eV/µs per eV, so removing the wall term entirely at fixed density would raise the balance temperature by about 0.1 eV.

The numerical output below gives the remaining values of the density scan.

## Calculated quantities

```
Pressure 10 mTorr, gas 300 K, n_gas 3.219e+20 m^-3
Volume 10 litre, loss length 5 cm, power 300 W
Thresholds: ionization 15.8 eV, excitation 12.0 eV
Cross-section scales: 3.0e-20 and 1.5e-20 m^2
Elastic rate coefficient 1.0e-13 m^3/s; ion mass 40 u
Wall energy factor eps_w 7.180
Steady temperature T_s 2.960 eV
Steady density n_s 5.960e+16 m^-3
Steady wall-loss frequency 0.0534 per us, time 18.7 us
Steady power per electron F(T_s) 3.142 eV/us
Energy per electron-ion pair at steady state 58.8 eV
Start: n0 5.960e+15 m^-3, T0 0.3 eV, p/n0 31.42 eV/us
Crossing of T_s at 0.1300 us; upper bound 0.1411 us
Density at crossing / n0 0.99606
dT/dt at crossing: simulated 18.933, formula 18.933 eV/us
Peak temperature 5.200 eV at 0.449 us; ratio to T_s 1.757
Peak: density / n_s 0.1140, power per electron 27.56 eV/us
Upper limit on peak from minimum density 5.416 eV
Ionization frequency at peak 0.706 per us
t 2 us: T 4.343 eV, balance T 4.300 eV, n/n_s 0.2231
t 5 us: T 3.741 eV, balance T 3.720 eV, n/n_s 0.3900
t 10 us: T 3.378 eV, balance T 3.368 eV, n/n_s 0.5840
t 20 us: T 3.126 eV, balance T 3.122 eV, n/n_s 0.7999
t 40 us: T 2.996 eV, balance T 2.995 eV, n/n_s 0.9514
F'(T_s) 4.451 per us
Relaxation rates: slow 0.0697, fast 2.8977 per us; slow time 14.36 us
Relaxation rate from simulated tail 0.0697 per us
n0/n_s 0.50: peak 3.479 eV at 1.568 us, back to 1.1 T_s at 7.15 us
n0/n_s 0.20: peak 4.327 eV at 0.747 us, back to 1.1 T_s at 12.27 us
n0/n_s 0.10: peak 5.200 eV at 0.449 us, back to 1.1 T_s at 13.43 us
n0/n_s 0.05: peak 6.380 eV at 0.279 us, back to 1.1 T_s at 13.93 us
n0/n_s 0.02: peak 8.691 eV at 0.156 us, back to 1.1 T_s at 14.20 us
Power proportional to n: highest T 2.960 eV
Start at 1.5 n_s: highest T 2.960 eV
Density frozen at n0: T stays at 5.824 eV
Power ramp of 5 us: peak 4.309 eV at 3.728 us
Weak coupling, half-density n0: peak 4.474 eV at 0.758 us
Druyvesteyn: T_s 4.366 eV, balance T at n0 6.334 eV
Maxwellian: balance T at n0 5.410 eV
Electron-electron collision time at peak, rough 57 us
Metastables: fraction 1e-03, threshold 4.2 eV, scale 1e-19 m^2
Stepwise / direct ionization: 0.168 at T_s, 0.031 at peak
Wall share of F at peak 7.6 percent
```
